The pressure that forces water into a hydrophobic nanopore

**Problem**

A porous insulating film is immersed in water during a wet clean. One of its pores is a straight round cylinder of radius r = 1 nm that starts at the flat outer face of the film with a sharp, right-angled rim. The pore holds gas. Water has surface tension γ = 0.072 N/m and meets the pore wall at a contact angle θ = 105°, measured through the water.

(a) By how much must the pressure in the water exceed the gas pressure before water moves into the pore?

(b) Does the mouth of the pore demand a higher pressure than the straight part behind it?

(c) The film is later kept in humid air at 298 K. Is liquid water stable in the pore? What changes if processing lowers the contact angle to 60°?

Take the wall as rigid, smooth and uniform, the water surface as sharp with its bulk surface tension, and gravity as negligible. Throughout, P means the pressure of the water minus that of the gas.

**A tempting solution**

The pressure difference across a spherical water surface of radius R is 2γ/R. The pore has radius r, so set R = r:

P = 2γ/r = 2 × 0.072 N/m / (10⁻⁹ m) = 144 MPa.

An energy argument seems to confirm this. When the water advances by dx, its side surface grows by 2πr dx. If each unit of new surface costs γ, the pressure work must pay

P πr² dx = γ 2πr dx,

which again gives P = 2γ/r.

**Where it fails**

The contact angle was never used, although the answer must depend on it: if the wall attracted water strongly enough, no pressure would be needed at all.

In the first argument the faulty step is R = r. A surface whose radius of curvature equals the pore radius is a hemisphere, and a hemisphere bulging into the pore meets the wall at 180°, not at 105°. In the second argument the faulty step is the price γ. The side surface of the water column touches solid, not gas. Its price is the energy of wet wall minus that of the dry wall it replaces. Both arguments treat the wall as if it had no attraction for water, which is why they agree with each other.

**Part (a): the energy balance**

Let γ_SL and γ_SV be the energies per area of wet and dry wall. Their difference follows from the contact angle. Let the contact line advance by a small distance ds along the wall. Per unit length of line, the wall energy changes by (γ_SL − γ_SV) ds. The water–gas surface is stretched by the component of the displacement along that surface, cosθ ds, at a cost γ cosθ ds. At equilibrium the sum vanishes to first order:

γ_SL − γ_SV + γ cosθ = 0,

so that

γ_SL − γ_SV = −γ cosθ.

This is Young's equation. For θ > 90° the cosine is negative and wetting the wall costs energy. Here cos 105° = −0.2588, and the cost is

0.072 N/m × 0.2588 = 0.0186 J/m²,

about a quarter of the price γ used in the tempting solution.

Now let the whole meniscus move a distance dx down the straight pore. The pore is uniform, so the meniscus keeps its shape and area and contributes nothing. Two terms remain. An area 2πr dx of wall becomes wet, and a volume πr² dx passes from gas to water, which releases the pressure work P πr² dx. The free energy, with the work of the pressures included, changes by

dF = −2πrγ cosθ dx − P πr² dx.

The advance is downhill when dF < 0. Dividing by πr² dx gives the condition

P > P_c, with P_c = −2γ cosθ / r.

The numbers are

P_c = 2 × 0.0186 J/m² / (10⁻⁹ m) ≈ 37 MPa,

or about 368 atm.

**The same result from the shape of the meniscus**

The energy balance did not need the shape of the meniscus. A force balance supplies the shape and gives a second route to P_c.

Consider the part of the meniscus within a distance ρ of the pore axis. The pressure difference pushes it into the pore with axial force P πρ². Around its edge, of length 2πρ, the rest of the surface pulls on it with tension γ. If the surface there is tilted by an angle ψ from the plane across the pore, the axial part of this pull is 2πργ sinψ, directed back towards the water. Balance requires

P πρ² = 2πργ sinψ,

so

sinψ = Pρ/(2γ) = ρ/R, with R = 2γ/P.

A surface whose tilt obeys sinψ = ρ/R is a sphere of radius R. The spherical shape is therefore a result here, and it rests on P being the same across the pore, which is where the neglect of gravity enters.

At the wall ρ = r; call the tilt there β. A flat surface across the pore meets the wall at 90°, and a bulge away from the water increases the angle through the water to 90° + β. The line can advance along the wall when this equals θ, so β = θ − 90° and

sinβ = sin(θ − 90°) = −cosθ.

Putting ρ = r in the force balance gives P = 2γ sinβ/r = −2γ cosθ/r, as before. The radius of the meniscus is

R = r/sinβ = 1 nm / 0.2588 = 3.86 nm,

nearly four times the pore radius. This is the value that belongs in 2γ/R.

Two numerical calculations, made for the same γ, θ and r, agree with the formula. One finds the meniscus of least energy at fixed water volume without assuming a sphere. The other integrates the equation for a meniscus held at the rim and raises the pressure until the wall angle reaches 105°. Both give 37.3 MPa.

**Limits of the formula**

As θ falls towards 90° the required pressure goes to zero, because wet and dry wall then have equal energy. As θ rises towards 180°, −cosθ tends to 1 and P_c tends to 2γ/r. The tempting solution is this second limit, applied to a wall that is far from it.

For a fixed angle, P_c is inversely proportional to r. An excess pressure of 1 atm is enough to enter pores wider than

r = 2 × 0.01863 J/m² / (1.013 × 10⁵ Pa) ≈ 368 nm.

The figure 368 appears twice because the product of P_c and r is fixed: 368 atm at 1 nm is the same condition as 1 atm at 368 nm.

The energy scale is also informative. With no excess pressure, filling a length of 1 nm costs

2π × (10⁻⁹ m)² × 0.0186 J/m² = 1.17 × 10⁻¹⁹ J ≈ 0.73 eV,

which is about 28 kT at 298 K. The cost grows with every nanometre filled, so in a straight pore tens of nanometres long thermal agitation is no substitute for pressure. For a pore only a few nanometres long the final balance is different: when the water reaches the far end a meniscus can vanish and release its energy, which this count leaves out. With water at both ends, two flat menisci of total energy 2πr²γ vanish, and the filled pore is the lower state for lengths below r/|cosθ| ≈ 3.9 nm. The release comes only when the surfaces meet, so in this continuum model most of the cost per length must still be paid on the way. An excess pressure P lowers the cost per length in proportion, by the factor 1 − P/P_c, until it vanishes at P_c.

**Part (b): the mouth of the pore**

Before entry, water covers the outer face and the contact line sits at the rim. At P = 0 the surface across the mouth is flat and meets the inner wall at 90°. This is less than 105°, so the line cannot yet advance inwards. Nor does it retreat over the outer face: measured through the water, the angle with that face is 180° or more, and retreat would need it to fall to 105°. The line is pinned.

As the pressure rises, the pinned surface bulges into the pore with

sinβ = Pr/(2γ).

At half of P_c this gives sinβ = 0.129 and β = 7.4°, so the wall angle is 97.4°. The angle grows steadily with pressure and reaches 105° at β = 15°, which is the condition P = P_c. The mouth therefore holds the water back up to P_c and no further. The answer to (b) is no, for a sharp right-angled rim.

The depth of the bulge at release follows from the sphere:

h = R − R cosβ = r (1 − cosβ)/sinβ = r tan(β/2) = 1 nm × tan 7.5° ≈ 0.13 nm.

A water molecule has a radius of roughly 0.15 nm. The smooth bulge is thus shallower than one molecule, and the description of the pinned surface should be read as a continuum estimate and not as a picture of where molecules sit.

A widening behaves differently from an entrance. Suppose the cylinder opens into a large cavity whose wall stands at right angles to the axis. The line stops at this second rim, and the angle that the water makes with the new wall is the tilt β itself. To move on, β must grow from 15° to 105°, and on the way it passes 90°, where sinβ = 1 and P = 2γ/r = 144 MPa. The number from the tempting solution is the right one for this different question.

**Part (c): humid air**

Suppose now that the pore contains liquid water bounded by a meniscus at the angle θ. Its pressure differs from that of the gas by P_c. Compare it with vapour at partial pressure p. Liquid and vapour have equal chemical potential at the saturation pressure p_sat. From that common point, the molar chemical potential of a nearly incompressible liquid rises by its molar volume V_m times the increase in pressure, and that of an ideal vapour rises by RT ln(p/p_sat). The gas pressure and p_sat are at most about 0.1 MPa, small beside P_c, so the increase in liquid pressure is close to P_c. Equality then requires

RT ln(p/p_sat) = V_m P_c,

which is the Kelvin relation. With V_m = 18.07 cm³/mol and RT = 2478 J/mol,

V_m P_c/(RT) = (18.07 × 10⁻⁶ m³/mol × 37.27 × 10⁶ Pa) / (2478 J/mol) = 0.272,

p/p_sat = e^0.272 ≈ 1.31.

The vapour would have to be supersaturated by about 31% to hold the meniscus in balance. In air below saturation, liquid in this pore evaporates. The result concerns liquid only. Vapour can still diffuse into the pore, and single molecules can still bind to the wall.

Now lower the angle to 60°, keeping γ, r and the temperature fixed. Since cos 60° = 0.5,

P_c = −2 × 0.072 N/m × 0.5 / (10⁻⁹ m) = −72 MPa.

The sign has changed. Wetting the wall now releases energy, and water enters from the bath without being pushed. The mouth does not hold it back, since a flat surface meets the inner wall at 90°, already above the 60° needed for advance. In air, the balance is at

p/p_sat = exp(−72.0 × 10⁶ × 18.07 × 10⁻⁶ / 2478) = e^(−0.525) ≈ 0.59.

Above about 59% relative humidity an existing meniscus advances and the pore fills; below it the pore dries. This is an equilibrium condition for a meniscus that is already there. It does not say how quickly an empty pore forms one, and it assumes the same angle for advance and retreat.

A fuller balance, which lets the water be compressed or stretched and keeps the vapour pressure, gives 1.309 in place of 1.312 and 0.586 in place of 0.591. These values treat the gas as pure ideal vapour; 1 atm of air and the non-ideality of the vapour together raise the first by about 0.002. The simple relation is adequate here.

**How far to trust the 37 MPa**

The parameters are round values chosen to resemble a porous organosilicate film with methyl-covered pore walls, for which a pore radius near 1 nm and an angle somewhat above 90° are roughly typical. Plasma processing can strip methyl groups from such a film and make its walls attract water; the 60° of part (c) stands for that damage and is not a measured angle. The assumption that real films break most clearly is the straight, uniform pore. Their pores are irregular, and a sharp widening of the kind treated in part (b) would raise the local threshold up to fourfold, while a straight stretch of damaged wall would have no threshold. A narrowing acts the other way. Where the wall closes in at an angle α to the axis, a flat surface already meets it at 90° + α, so with θ = 105° a taper steeper than 15° draws water in without excess pressure, even though the wall is intact.

Within the straight-pore model, the threshold is sensitive to the angle. At 100° the threshold is 25 MPa and at 110° it is 49 MPa, with γ and r unchanged. The sensitivity is high because the pressure depends on the excess over 90°, and 5° is a third of that excess. The pore radius is also uncertain on the scale of a molecule: if the water column effectively ends one molecular radius short of the wall, and the wall energy is counted per area of that narrower column, r becomes 0.85 nm and the threshold 44 MPa.

Temperature acts through both γ and the angle. In a bath near 350 K, γ is roughly 0.063 N/m, and if the angle stays at 105° the threshold is 33 MPa. The fixed angle is an assumption. The threshold can be written P_c = 2(γ − W)/r, where W = γ(1 + cosθ) = 0.0534 J/m² is the work of adhesion at 298 K; if W stayed fixed instead, the angle would fall to about 99° and the threshold to about 19 MPa. The remaining corrections estimated here are smaller. Curvature may alter the surface tension by a fraction of about 2δ/R, where δ is a length of rough size 0.1 nm; for R = 3.86 nm this is 5% of γ. If the wall energies stay fixed, such a change alters the contact angle but not the threshold, because the moving meniscus keeps its area. The wall is curved more strongly, with radius r, and this may shift γ_SL − γ_SV, which does set the threshold; that shift is not estimated here. If the pore is closed at its far end and the gas, initially at 1 atm, neither escapes nor dissolves, filling 90% of the pore raises the gas pressure by 0.9 MPa, and the water pressure must rise by the same amount. This is only an average, since at 1 atm the pore holds about 0.08 gas molecules per nanometre of length. At 37 MPa water is compressed by a little under 2%, and a film with a modulus of 5 GPa is strained by something like 0.7%.

For a straight pore, the corrections estimated here leave the scale of the answer in place: tens of megapascals. A bath 0.3 m deep supplies about 0.003 MPa. As long as the walls keep an angle clearly above 90°, immersion alone does not push liquid water into straight pores of this radius that are tens of nanometres long. Once the angle drops below 90°, water enters a straight pore without excess pressure and the capillary threshold no longer protects it, although a sharp widening can still stop the advance. The angle that counts is that of the actual bath liquid: the values here are for pure water, and surfactants or organic solvents in a clean can bring the angle below 90° on an intact wall. The values used here are listed in the numerical output below.

Values computed for the example and the checks

```
surface tension: 0.072 N/m
contact angle: 105 deg
cosine of contact angle: -0.2588
pore radius: 1.00 nm
temperature: 298 K
wall wetting cost: 18.63 mJ/m^2
entry pressure, formula: 37.27 MPa
entry pressure, formula: 368 atm
entry pressure, pinned-meniscus ODE: 37.27 MPa
entry pressure, minimised energy: 37.27 MPa
meniscus radius: 3.86 nm
bulge depth at release: 0.132 nm
wall angle at half entry pressure: 97.4 deg
energy cost per nm filled: 0.731 eV
energy cost per nm filled: 28.5 kT
pore radius entered at 1 atm excess: 368 nm
molar volume of water: 18.07 cm^3/mol
p/p_sat for balance, intact wall: 1.312
same, full balance: 1.309
damaged-wall angle: 60 deg
entry pressure, damaged wall: -72.0 MPa
p/p_sat for balance, damaged wall: 0.591
same, full balance: 0.586
neglected effects (rough inputs):
entry pressure at 100 deg: 25.0 MPa
entry pressure at 110 deg: 49.3 MPa
hot-bath surface tension (near 350 K): 0.063 N/m
entry pressure, hot bath, same angle: 32.6 MPa
Tolman length, magnitude: 0.10 nm
change of surface tension by curvature: 5.2 %
radius of a water molecule: 0.15 nm
entry pressure, radius less that: 43.8 MPa
filled part of dead-end pore: 90 %
rise of trapped-gas pressure: 0.91 MPa
water compressibility: 0.46 1/GPa
water compression at entry: 1.7 %
film modulus: 5.0 GPa
film strain scale at entry: 0.75 %
bath depth: 0.30 m
pressure head of bath: 0.0029 MPa
```
